# Bimodal energy splitting of H3+ and Ar+ in one radio-frequency sheath

## Problem

A plasma containing both H$_3^+$ and Ar$^+$ faces an electrode through a radio-frequency sheath. The ions cross the sheath without collisions and reach the electrode with a spread of energies that has two peaks. The model is as follows.

- The sheath occupies $0<x<s$, with its edge fixed at $x=0$ and the electrode at $x=s$.
- The voltage that accelerates positive ions towards the electrode is $V(t)=V_0+V_1\sin\omega t$, with $0<V_1<V_0$.
- The field is uniform, $V(t)/s$, and positive towards the electrode.
- Each ion has charge $+e$ and enters with negligible speed. Entry times are spread evenly over the cycle.

Take $V_0=200$ V, $V_1=100$ V, $s=10$ mm and a frequency of 60 MHz. These are round model values. The ion masses are 3.0229 u for H$_3^+$ and 39.9475 u for Ar$^+$.

(a) Find the energy of an ion at the electrode when it needs many cycles to cross, and from it the splitting $\Delta K$ between the two peaks.

(b) Calculate the ratio $\Delta K(\mathrm{H_3^+})/\Delta K(\mathrm{Ar^+})$ and both splittings. Check that the high-frequency limit applies.

(c) Explain why the ions collect at the two ends of the energy range, and whether the two peaks must hold equal numbers of ions.

(d) Does the ratio change if the field has the Child-law shape, or if the frequency is very low?

## Solution

### (a) Energy at the electrode

Write $r=V_1/V_0$, $\theta=\omega t$ and $a=eV_0/(Ms)$, where $M$ is the ion mass. Newton's law is

$$\frac{dv}{dt}=a\,(1+r\sin\theta).$$

Since $r<1$, the acceleration is always towards the electrode and no ion turns back.

The kinetic energy $K$ on arrival equals the work done by the field. With $E_1=V_1/s$ for the amplitude of the oscillating field,

$$K=\int_{t_0}^{t_f}e\,\frac{V_0}{s}\,v\,dt+eE_1\int_{t_0}^{t_f}v\sin\theta\,dt .$$

Here $t_0$ and $t_f$ are the entry and arrival times. In the first integral $v\,dt=dx$, so it gives $eV_0$ whatever the entry time. The second is integrated by parts, because $\sin\theta$ oscillates quickly while $v$ grows slowly:

$$\int_{t_0}^{t_f}v\sin\theta\,dt=\left[-\frac{v\cos\theta}{\omega}\right]_{t_0}^{t_f}+\frac1\omega\int_{t_0}^{t_f}\frac{dv}{dt}\cos\theta\,dt .$$

The lower limit of the bracket vanishes because the ion enters at rest. In the last integral, insert Newton's law and use $\int\cos\theta\,dt=\sin\theta/\omega$ and $\int\sin\theta\cos\theta\,dt=\sin^2\theta/(2\omega)$. The result is

$$K=eV_0-\frac{eE_1v_f}{\omega}\cos\theta_f+\frac{eE_1a}{\omega^2}\Big[\sin\theta+\frac r2\sin^2\theta\Big]_{\theta_0}^{\theta_f},$$

where $v_f$ is the arrival speed. Nothing has been neglected so far within the model.

Now compare sizes. An ion accelerated by the mean voltage alone would arrive with speed $u$ after a time $T$:

$$u=\sqrt{\frac{2eV_0}{M}},\qquad T=\frac{2s}{u},\qquad u=aT .$$

The third term of $K$ is smaller than the second by a factor of order $a/(\omega u)=1/(\omega T)$. When $\omega T\gg1$ it can be dropped, and $v_f$ can be replaced by $u$, since the energy modulation is itself a small part of $eV_0$. To leading order,

$$K\approx eV_0-\frac{eE_1u}{\omega}\cos\theta_f .$$

The energy thus depends on the phase of arrival. The work gained and lost in successive half-cycles does not cancel exactly, because the ion speeds up from one to the next. Counted from entry, the small remainders of the complete cycles add up to about $-(eE_1u/\omega)\cos\theta_0$, and the last, unfinished cycle gives about $(eE_1u/\omega)(\cos\theta_0-\cos\theta_f)$. In the sum the entry phase drops out.

All arrival phases occur. Delaying the entry by one full cycle delays the arrival by one full cycle, and the arrival phase changes continuously in between. Therefore $\cos\theta_f$ reaches both $+1$ and $-1$, and the distance between the ends of the energy range is

$$\boxed{\Delta K=\frac{2eE_1u}{\omega}=\frac{2eV_1}{\omega s}\sqrt{\frac{2eV_0}{M}}}$$

Part (c) shows that the peaks lie at these ends. Dividing by $eV_0$, with $V_1=rV_0$ and $u/s=2/T$, gives

$$\frac{\Delta K}{eV_0}=\frac{4r}{\omega T}.$$

The more cycles an ion needs to cross, the narrower its energy range.

### (b) The ratio and the numbers

Both ions see the same $V_0$, $V_1$, $s$ and $\omega$ and carry the same charge. Only the mass remains:

$$\frac{\Delta K(\mathrm{H_3^+})}{\Delta K(\mathrm{Ar^+})}=\sqrt{\frac{M_{\mathrm{Ar}}}{M_{\mathrm{H_3}}}}=\sqrt{\frac{39.9475}{3.0229}}=\sqrt{13.215}=3.635 .$$

For the individual splittings, $E_1=100\ \mathrm{V}/0.010\ \mathrm{m}=1.0\times10^4$ V/m and $\omega=2\pi\times60\times10^6\ \mathrm{s^{-1}}=3.770\times10^8\ \mathrm{s^{-1}}$. The speeds $u$ are 112.99 km/s for H$_3^+$ and 31.08 km/s for Ar$^+$. Dividing $\Delta K$ by $e$ gives the splitting in eV:

$$\mathrm{H_3^+}:\quad\frac{2(1.0\times10^4)(1.1299\times10^5)}{3.770\times10^8}=5.99\ \text{eV},$$

$$\mathrm{Ar^+}:\quad\frac{2(1.0\times10^4)(3.108\times10^4)}{3.770\times10^8}=1.65\ \text{eV}.$$

Both ranges are centred on 200 eV at leading order, so the splittings are about 3 % and 0.8 % of the mean energy.

The crossing times $T$ are 177.0 ns and 643.4 ns, or 10.6 and 38.6 cycles. Hence $\omega T$ is 66.7 for H$_3^+$ and 242.6 for Ar$^+$, and the limit applies to both. The lighter ion crosses faster and is the first to leave the limit when the frequency is lowered.

The size of the error follows from the terms dropped in (a). At the two ends of the range $\sin\theta_f=0$, so the third term of $K$ depends only on the entry phase $\theta_0$. The function $\sin\theta_0+\frac r2\sin^2\theta_0$ runs from $-1+\frac r2$ to $1+\frac r2$, a span of 2. The third term can therefore change the width by at most $2eE_1a/\omega^2$, which is a fraction $1/(\omega T)$ of $\Delta K$. Replacing $v_f$ by $u$ costs nothing in the width at this order. From $K=\frac12Mv_f^2$,

$$v_f\approx u\Big(1-\frac{r}{\omega T}\cos\theta_f\Big),$$

and this adds to $K$ a term proportional to $\cos^2\theta_f$, which is the same at both ends.

The leading error is thus at most about 1.5 % for H$_3^+$ and 0.4 % for Ar$^+$. Direct numerical integration of Newton's law gives widths of 6.05 eV and 1.65 eV and a ratio of 3.66, which is 0.8 % above the formula. At 120 MHz the integrated ratio is 3.615 and at 240 MHz it is 3.635. The approach to the limit need not be steady, because the correction depends on the entry phases of the ions that arrive at the two ends, and these phases change with $\omega T$. At 60 MHz the two error bounds add to about 2 % for the ratio, so the formula's 3.635 and the integrated 3.66 are consistent.

### (c) Why there are two peaks

Ions enter evenly in $\theta_0$, so the number per unit energy is large where $K$ changes slowly with $\theta_0$. By the chain rule,

$$\frac{dK}{d\theta_0}=\frac{eE_1u}{\omega}\,\sin\theta_f\,\frac{d\theta_f}{d\theta_0}.$$

This vanishes at $\theta_f=0$ and $\theta_f=\pi$, the lowest and highest energies. A whole interval of entry phases is gathered into a narrow band of energy at each end.

The last factor decides how many ions each peak holds. Integrating Newton's law twice, with $\tau=t_f-t_0$, gives

$$s=\frac{a\tau^2}{2}+\frac{ar}{\omega}\,\tau\cos\theta_0-\frac{ar}{\omega^2}(\sin\theta_f-\sin\theta_0).$$

Drop the last term, which is of higher order, and set $\tau=T+\delta$ with $s=aT^2/2$. To first order in small quantities, $aT\delta+(ar/\omega)T\cos\theta_0=0$, so $\delta=-(r/\omega)\cos\theta_0$. Then

$$\theta_f=\theta_0+\omega\tau\approx\theta_0+\omega T-r\cos\theta_0,\qquad \frac{d\theta_f}{d\theta_0}\approx1+r\sin\theta_0 .$$

The delay $\delta$ is short, but it is a fixed fraction of a cycle and does not disappear at high frequency. The arrivals are bunched in phase, with density proportional to $1/(1+r\sin\theta_0)$, and the two peaks need not be equal.

For H$_3^+$ the crossing takes 10.62 cycles. Solving the phase relation for $\theta_f=0$ gives $\theta_0\approx2.12$ rad and a density factor of about 0.70. For $\theta_f=\pi$ it gives $\theta_0\approx6.01$ rad and a factor of about 1.16. If arrivals were even in phase, each outer tenth of the energy range would hold a share $\arccos(0.8)/\pi=20.5$ %. The factors change this to about 14 % at the low end and 24 % at the high end. The integration gives 14.4 % and 26.2 %, with about 6 % in the middle tenth. The agreement is only approximate: the estimate uses one value of the factor for each tenth, although the factor varies there, and it omits terms of higher order in $1/(\omega T)$. For Ar$^+$ the shares are 14.7 %, 24.2 % and about 6 %. They resemble those of H$_3^+$ because 38.61 cycles leaves nearly the same fraction of a cycle as 10.62.

### (d) Another field shape, and low frequency

**Child-law shape.** Space charge makes the field of a real sheath rise towards the electrode. Suppose that the field keeps a fixed shape while its strength follows $V(t)$. The Child-law shape is

$$E(x,t)=\frac43\,\frac{V(t)}{s}\left(\frac xs\right)^{1/3},$$

whose integral from 0 to $s$ is $V(t)$, since $\int_0^1 y^{1/3}dy=\frac34$. The integration by parts now acts on the product of field and speed. Its leading term is again the value at the electrode, so $E_1$ in the boxed field form becomes $\frac43V_1/s$. Both splittings grow by the factor $\frac43$, and their ratio is unchanged.

This field vanishes at the sheath edge, so an ion at rest there feels no force. A small entry speed makes the start of the motion definite. The numerical check gives both ions 2 eV at entry, which replaces $V_0$ by 202 V in $u$, and uses 240 MHz. The formula predicts 2.008 eV and 0.552 eV, and integration gives 2.016 eV and 0.550 eV. The integrated ratio is 3.66, within 1 % of the square-root law. In this field the bunching of part (c) is much weaker. The lowest and highest tenths of the range hold about 19 % and 22 % for H$_3^+$ and about 20 % and 21 % for Ar$^+$, close to the even share of 20.5 %. The large imbalance found in (c) belongs to the uniform field, which acts in full on an ion at the edge.

**Low frequency.** If $\omega T\ll1$, the voltage hardly changes during a crossing and the ion gains the voltage present at that moment:

$$K\approx e(V_0+V_1\sin\theta_0),\qquad\Delta K\approx2eV_1=200\ \text{eV}.$$

The mass has dropped out, and the ratio is 1. Integration at 20 kHz gives 200.0 eV for H$_3^+$ and 199.95 eV for Ar$^+$. The square-root law is therefore a property of ions too slow to follow the field. Between the two limits the ratio depends on $\omega T$ for each ion and must be computed.

**When the result does not apply.** Collisions in the sheath add ions at lower energies and can hide the two peaks. A moving sheath edge lies outside the model. Real ions also enter with a finite speed $v_0$, typically worth an electronvolt or two. In the uniform field the lower limit of the bracket in (a) then adds $eE_1v_0\cos\theta_0/\omega$ to $K$. This can change the width by a fraction up to about $v_0/v_f$, which does not fall with frequency. The error bound of (b) therefore needs $v_0/u\ll1/(\omega T)$. With 2 eV at entry the fraction is about 10 % for each ion, and the uniform-field ratio is 4.3 at 60 MHz and runs from 3.0 to 4.3 between 55 and 65 MHz. In the Child-law field this boundary term is absent, because the field vanishes at the edge. The ratio also presumes one common sheath: if the two ions are studied in separate discharges with different voltages or widths, those quantities no longer cancel, and the boxed formula must be evaluated for each discharge.

## Values computed for the example and the checks

```
Mean sheath voltage: 200 V
Oscillating amplitude: 100 V
Sheath width: 10 mm
Frequency: 60 MHz
H3+ mass: 3.0229 u
H3+ wall speed: 112.99 km/s
H3+ crossing time: 177.0 ns
H3+ RF periods per crossing: 10.62
H3+ w*T: 66.7
H3+ splitting, formula: 5.994 eV
Ar+ mass: 39.9475 u
Ar+ wall speed: 31.08 km/s
Ar+ crossing time: 643.4 ns
Ar+ RF periods per crossing: 38.61
Ar+ w*T: 242.6
Ar+ splitting, formula: 1.649 eV
Mass ratio Ar+/H3+: 13.215
Splitting ratio H3+/Ar+, formula: 3.635
H3+ splitting, integrated: 6.054 eV
H3+ share in lowest tenth of range: 14.4 %
H3+ share in middle tenth of range: 5.8 %
H3+ share in highest tenth of range: 26.1 %
Ar+ splitting, integrated: 1.653 eV
Ar+ share in lowest tenth of range: 14.7 %
Ar+ share in middle tenth of range: 6.4 %
Ar+ share in highest tenth of range: 24.2 %
Ratio, integrated at 60 MHz: 3.663
Ratio, integrated at 120 MHz: 3.615
Ratio, integrated at 240 MHz: 3.635
Child-law test: entry energy 2 eV, 240 MHz
H3+ Child-law splitting, integrated: 2.016 eV
H3+ Child-law splitting, formula: 2.008 eV
Ar+ Child-law splitting, integrated: 0.550 eV
Ar+ Child-law splitting, formula: 0.552 eV
Child-law ratio, integrated: 3.663
H3+ splitting at 20 kHz: 200.0 eV
Ar+ splitting at 20 kHz: 199.9 eV
Ratio at 20 kHz: 1.000
```
